# Crank-Nicolson as a Cayley Form: Unitarity, Phase Error, Energy Zero: a numerical check

```python
# Result under test: the Crank-Nicolson step
#   U = (1 + i H dt/2)^(-1) (1 - i H dt/2)      (hbar = 1)
# is unitary and commutes with a static Hermitian H. An eigenstate of energy E
# gets the phase 2 arctan(E dt/2), which lags E dt by (E dt)^3/12 at leading
# order. Relative phases depend on the energy zero s used in H - s.
# Symbols: dt time step, T total time, gap = E1 - E0, m = mean level energy
# relative to the zero. Hartree atomic units, unit mass, unit frequency.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal, expm
from scipy.optimize import minimize_scalar

# ---------- general Cayley properties on a dense random Hermitian matrix
rng = np.random.default_rng(4)
raw = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
H_rand = raw + raw.conj().T
one = np.eye(8)
U_rand = np.linalg.solve(one + 0.5j * H_rand, one - 0.5j * H_rand)
unit_dev = np.linalg.norm(U_rand.conj().T @ U_rand - one)
comm_dev = np.linalg.norm(U_rand @ H_rand - H_rand @ U_rand)
ev, vec = np.linalg.eigh(H_rand)
H_eff = (vec * (2 * np.arctan(ev / 2))) @ vec.conj().T
assert unit_dev < 1e-12 and comm_dev < 1e-11
assert np.linalg.norm(expm(-1j * H_eff) - U_rand) < 1e-11
print(f"random 8x8 H, dt=1: largest |E dt| = {max(abs(ev)):.3f}")
print(f"  unitarity defect = {unit_dev:.1e}, commutator norm = {comm_dev:.1e}")

# ---------- phase series and global bound
z = sp.symbols("z", real=True)
phase = sp.I * (sp.log(1 - sp.I * z / 2) - sp.log(1 + sp.I * z / 2))
poly = sp.expand(sp.series(phase, z, 0, 6).removeO())
assert sp.simplify(poly - (z - z**3 / 12 + z**5 / 80)) == 0
print("Cayley phase series, z = E dt:", poly)


def phase_error(x):
    """E dt minus the phase read off the Cayley factor."""
    return x + np.angle((1 - 0.5j * x) / (1 + 0.5j * x))


xs = np.linspace(0.05, 50, 2000)
assert np.all(phase_error(xs) > 0)
assert np.all(phase_error(xs) < xs**3 / 12)
for x in (0.1, 0.5, 1.0, 2.0, 5.0):
    print(f"E dt = {x:.1f} rad: phase error = {phase_error(x):.6f} rad,"
          f" cubic law = {x**3 / 12:.6f} rad")

# ---------- harmonic well on a grid
bottom, h = -5.0, 0.05
grid = h * np.arange(-179, 180)
diag = 1 / h**2 + bottom + 0.5 * grid**2
off = np.full(len(grid) - 1, -0.5 / h**2)
E, states = eigh_tridiagonal(diag, off)
g0, g1 = states[:, 0], states[:, 1]
if np.sum(g0 * grid * g1) < 0:
    g1 = -g1
gap, middle = E[1] - E[0], 0.5 * (E[0] + E[1])


def bands_for(d, dt):
    b = np.zeros((3, len(d)), complex)
    b[0, 1:] = 0.5j * dt * off
    b[1] = 1 + 0.5j * dt * d
    b[2, :-1] = 0.5j * dt * off
    return b


def propagate(psi, dt, steps, zero=0.0):
    b = bands_for(diag - zero, dt)
    for _ in range(steps):
        psi = 2 * solve_banded((1, 1), b, psi, check_finite=False) - psi
    return psi


def energy(psi):
    hp = diag * psi
    hp[:-1] += off * psi[1:]
    hp[1:] += off * psi[:-1]
    return np.vdot(psi, hp).real


def exact(psi, t):
    return states @ (np.exp(-1j * E * t) * (states.T @ psi))


def relative_lag(psi, t):
    """Exact minus numerical relative phase of the two lowest states."""
    c0 = np.vdot(g0, psi) * np.exp(1j * E[0] * t)
    c1 = np.vdot(g1, psi) * np.exp(1j * E[1] * t)
    return np.angle(c1 * np.conj(c0))


def lag_rate(zero):
    """Leading relative phase error divided by T dt^2."""
    m = middle - zero
    return m**2 * gap / 4 + gap**3 / 48


start = (g0 + g1).astype(complex) / np.sqrt(2)
# the one-solve form agrees with the two-sided definition
H_grid = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
I_grid = np.eye(len(grid))
direct = np.linalg.solve(I_grid + 0.025j * H_grid,
                         start - 0.025j * (H_grid @ start))
assert np.linalg.norm(direct - propagate(start, 0.05, 1)) < 1e-11

dt, steps = 0.05, 2000
T = dt * steps
fs = constants.physical_constants["atomic unit of time"][0] * 1e15
print(f"grid: {len(grid)} points, spacing {h} bohr; well bottom {bottom} hartree")
print(f"E0 = {E[0]:.6f}, E1 = {E[1]:.6f}, gap = {gap:.6f} hartree")
print(f"midpoint energy = {middle:.6f} hartree; top grid energy = {E[-1]:.1f} hartree")
print(f"dt = {dt} a.u., {steps} steps, T = {T:.1f} a.u. = {T * fs:.4f} fs")

target = exact(start, T)
x_exact = np.sum(grid * abs(target)**2)
print(f"exact evolution: <x>(T) = {x_exact:.5f} bohr")
lags = {}
for name, zero in (("original zero", 0.0), ("midpoint zero", middle)):
    psi = propagate(start, dt, steps, zero)
    norm_drift = abs(np.vdot(psi, psi).real - 1)
    energy_drift = abs(energy(psi) - energy(start))
    lag = relative_lag(psi, T)
    formula = steps * (gap * dt - 2 * np.arctan((E[1] - zero) * dt / 2)
                       + 2 * np.arctan((E[0] - zero) * dt / 2))
    leading = T * dt**2 * lag_rate(zero)
    distance = np.linalg.norm(np.exp(-1j * zero * T) * psi - target)
    assert norm_drift < 1e-10 and energy_drift < 1e-9
    assert abs(lag - formula) < 1e-7
    assert abs(lag / leading - 1) < 0.02
    lags[name] = lag
    print(f"{name}: norm drift {norm_drift:.0e}, energy drift {energy_drift:.0e} hartree")
    print(f"  relative phase error = {lag:.6f} rad, leading law = {leading:.6f} rad")
    print(f"  <x>(T) = {np.sum(grid * abs(psi)**2):.5f} bohr,"
          f" state error norm = {distance:.6f}")
    if zero == 0.0:
        for k, g in ((0, g0), (1, g1)):
            single = np.angle(np.vdot(g, psi) * np.exp(1j * E[k] * T))
            cubic = steps * (E[k] * dt)**3 / 12
            assert abs(single / cubic - 1) < 0.02
            print(f"  level {k}: phase error = {single:.5f} rad, cubic law = {cubic:.5f} rad")
print(f"ratio of relative phase errors = {lags['original zero'] / lags['midpoint zero']:.1f}")

half = relative_lag(propagate(start, dt / 2, 2 * steps), T)
assert abs(lags["original zero"] / half - 4) < 0.05
print(f"original zero, dt halved: relative phase error = {half:.6f} rad,"
      f" ratio {lags['original zero'] / half:.3f}")

# ---------- step count for a prescribed relative phase error
allowed = 0.01
for name, zero in (("original zero", 0.0), ("midpoint zero", middle)):
    dt_need = np.sqrt(allowed / (T * lag_rate(zero)))
    n_need = int(np.ceil(T / dt_need))
    got = relative_lag(propagate(start, T / n_need, n_need, zero), T)
    assert abs(got / allowed - 1) < 0.01
    print(f"for {allowed} rad, {name}: dt = {dt_need:.5f} a.u.,"
          f" {n_need} steps, error found {got:.6f} rad")

# ---------- midpoint is optimal even for a large step
offsets = np.linspace(-2, 2, 41)
errors = np.array([relative_lag(propagate(start, 1.0, 1, middle + s), 1.0)
                   for s in offsets])
assert np.all(errors > 0) and np.argmin(errors) == 20
print(f"one step dt = 1 a.u.: least relative phase error {errors.min():.5f} rad"
      f" at zero offset {abs(offsets[np.argmin(errors)]):.1f} hartree")
print(f"  at offset {offsets[-1]:.1f} hartree the error is {errors[-1]:.5f} rad")

# ---------- many levels: infidelity of a displaced Gaussian
packet = np.exp(-0.5 * (grid - 1)**2).astype(complex)
packet /= np.linalg.norm(packet)
weights = abs(states.T @ packet)**2


def cubic_variance(zero):
    cube = (E - zero)**3
    return np.sum(weights * (cube - np.sum(weights * cube))**2)


mean_E = energy(packet)
best = minimize_scalar(cubic_variance, bounds=(mean_E - 3, mean_E + 3),
                       method="bounded").x
dt_p, n_p = 0.02, 200
goal = exact(packet, dt_p * n_p)
found = []
print(f"Gaussian displaced by 1 bohr, dt = {dt_p} a.u., {n_p} steps:")
for name, zero in (("original", 0.0), ("mean", mean_E), ("best", best)):
    loss = 1 - abs(np.vdot(goal, propagate(packet, dt_p, n_p, zero)))**2
    law = (n_p * dt_p**3 / 12)**2 * cubic_variance(zero)
    assert abs(loss / law - 1) < 0.02
    found.append(loss)
    print(f"  {name} zero {zero:.4f} hartree: infidelity {loss:.3e}, law {law:.3e}")
assert found[0] > found[1] > found[2]

# ---------- driven H(t): norm is kept, energy is not
F0, T_d, n_d = 0.2, 10.0, 500
dt_d = T_d / n_d
psi = g0.astype(complex)
for k in range(n_d):
    force = F0 * np.sin((k + 0.5) * dt_d)
    b = bands_for(diag - bottom + force * grid, dt_d)
    psi = 2 * solve_banded((1, 1), b, psi, check_finite=False) - psi
gain = energy(psi) - E[0]
re = quad(lambda t: F0 * np.sin(t) * np.cos(t), 0, T_d)[0]
im = quad(lambda t: F0 * np.sin(t) * np.sin(t), 0, T_d)[0]
gain_law = 0.5 * (re**2 + im**2)
drift = abs(np.vdot(psi, psi).real - 1)
assert drift < 1e-10 and abs(gain / gain_law - 1) < 0.01
print(f"driven well, force {F0} sin(t) a.u., T = {T_d} a.u., dt = {dt_d} a.u.:")
print(f"  norm drift {drift:.0e}, energy gain {gain:.5f} hartree,"
      f" continuum law {gain_law:.5f} hartree")

print("finished without a failed check")
```

Running it gives:

```
random 8x8 H, dt=1: largest |E dt| = 10.098
  unitarity defect = 1.5e-15, commutator norm = 7.2e-15
Cayley phase series, z = E dt: z**5/80 - z**3/12 + z
E dt = 0.1 rad: phase error = 0.000083 rad, cubic law = 0.000083 rad
E dt = 0.5 rad: phase error = 0.010043 rad, cubic law = 0.010417 rad
E dt = 1.0 rad: phase error = 0.072705 rad, cubic law = 0.083333 rad
E dt = 2.0 rad: phase error = 0.429204 rad, cubic law = 0.666667 rad
E dt = 5.0 rad: phase error = 2.619420 rad, cubic law = 10.416667 rad
grid: 359 points, spacing 0.05 bohr; well bottom -5.0 hartree
E0 = -4.500078, E1 = -3.500391, gap = 0.999687 hartree
midpoint energy = -4.000234 hartree; top grid energy = 827.7 hartree
dt = 0.05 a.u., 2000 steps, T = 100.0 a.u. = 2.4189 fs
exact evolution: <x>(T) = 0.59817 bohr
original zero: norm drift 1e-13, energy drift 5e-13 hartree
  relative phase error = 0.994803 rad, leading law = 1.005008 rad
  <x>(T) = 0.00973 bohr, state error norm = 1.295570
  level 0: phase error = -1.88425 rad, cubic law = -1.89854 rad
  level 1: phase error = -0.88945 rad, cubic law = -0.89353 rad
midpoint zero: norm drift 1e-13, energy drift 5e-13 hartree
  relative phase error = 0.005203 rad, leading law = 0.005203 rad
  <x>(T) = 0.59620 bohr, state error norm = 0.002601
ratio of relative phase errors = 191.2
original zero, dt halved: relative phase error = 0.250609 rad, ratio 3.970
for 0.01 rad, original zero: dt = 0.00499 a.u., 20051 steps, error found 0.009998 rad
for 0.01 rad, midpoint zero: dt = 0.06931 a.u., 1443 steps, error found 0.009994 rad
one step dt = 1 a.u.: least relative phase error 0.02007 rad at zero offset 0.0 hartree
  at offset 2.0 hartree the error is 0.49474 rad
Gaussian displaced by 1 bohr, dt = 0.02 a.u., 200 steps:
  original zero 0.0000 hartree: infidelity 1.387e-05, law 1.391e-05
  mean zero -4.0001 hartree: infidelity 1.488e-07, law 1.490e-07
  best zero -3.2790 hartree: infidelity 5.153e-08, law 5.157e-08
driven well, force 0.2 sin(t) a.u., T = 10.0 a.u., dt = 0.02 a.u.:
  norm drift 2e-13, energy gain 0.45549 hartree, continuum law 0.45583 hartree
finished without a failed check
```
